Sine-transform Poisson solvers: stencil eigenvalues or k² on a grid

**What symmetry and dimensions fix**

A charge density ρ sits in a cube 0 < x, y, z < L whose walls are grounded. The potential obeys

−∇²φ = f, f = ρ/ε0, φ = 0 on the walls.

Each edge is divided into n cells of width h = L/n, which leaves n−1 interior points per axis. Continue every grid function beyond the walls as an odd function about each wall. It then vanishes on the walls automatically and repeats with period 2L. On this extended grid the discrete Laplacian looks the same at every point and in both directions along an axis, so it commutes with shifts and reflections. Its eigenfunctions can therefore be taken as plane waves, and the odd combinations are products of sines with

k_i = πm_i/L, m_i = 1, …, n−1, i = x, y, z.

In this basis the Poisson equation is a division of each source coefficient by a number Λ. That number has the dimension 1/length², and h is the only length in the difference rule, so for a Laplacian that is a sum over axes

Λ = (1/h²) Σ_i F(k_i h).

Reflection makes F even, and the long-wave limit requires F(θ) ≈ θ². Two choices are to be compared: F = θ², which is division by K² = k_x² + k_y² + k_z² (called k² division below), and the F of the difference stencil. If the two first differ at order θ⁴, then for each long-wave mode the potentials differ by h² times the source coefficient times a dimensionless factor, which can depend on the direction of the wave vector but not on its length. At the centre of a compact isotropic charge the directions average out, and the difference is a pure number times h²ρ/ε0. What remains is to find that number, and to see where k² division fails.

**The naive scheme and the matched one**

The naive design puts the finite-difference Laplacian into the kinetic energy of a grid Hamiltonian and solves for the potential with K², because K² is the continuum eigenvalue. To judge it we need the eigenvalue of the stencil. Along one axis let A be minus the second difference:

(Aφ)_j = (2φ_j − φ_{j+1} − φ_{j−1})/h².

Insert s_j = sin(kx_j) with x_j = jh. Since s_{j+1} + s_{j−1} = 2 cos(kh) s_j,

A s = λ s, λ = (2 − 2 cos kh)/h² = (4/h²) sin²(kh/2).

The sine vanishes at x = 0 and x = L, so this also holds at the points next to the walls. The n−1 values λ are distinct and A is a real symmetric matrix, so the sines are orthogonal. Their norm is

Σ_j sin²(πmj/n) = ½ Σ_{j=0}^{n−1} [1 − cos(2πmj/n)] = n/2,

because the cosines sum to zero. In three dimensions A is the sum over the axes and Λ = λ_x + λ_y + λ_z. The algorithm has three lines:

c_m = (2/n)³ Σ_j f_j sin(k_x x_j) sin(k_y y_j) sin(k_z z_j)

a_m = c_m/Λ

φ_j = Σ_m a_m sin(k_x x_j) sin(k_y y_j) sin(k_z z_j)

Here j and m stand for index triples. The first and last lines are type-I discrete sine transforms. The result satisfies Aφ = f to rounding. Replacing Λ by K² in the second line solves a different problem without error: the continuum equation for the sine polynomial that passes through the sampled charge.

The two divisors are related on each axis by

λ/k² = [sin(kh/2)/(kh/2)]² ≤ 1.

The ratio falls towards 4/π² ≈ 0.405 at the shortest wavelength. For small kh, 2 − 2 cos θ = θ² − θ⁴/12 + … gives λ ≈ k² − h²k⁴/12. With S4 = k_x⁴ + k_y⁴ + k_z⁴,

1/Λ − 1/K² = (K² − Λ)/(ΛK²) ≈ (h²/12) S4/K⁴.

So the stencil solver returns too large a response for every mode, with a leading difference of order h², as the dimensional argument demanded.

**First failure: charge at the walls**

It is tempting to conclude that K² must be the more accurate divisor. One dimension shows the condition attached. Let φ be the true solution of −φ″ = f and u the stencil solution. Taylor expansion gives

Aφ = −φ″ − (h²/12)φ⁗ + … = f + (h²/12)f″ + …,

where φ⁗ = −f″ was used. Subtract this from Au = f. The error e = u − φ obeys Ae = −(h²/12)f″, or to leading order e″ = (h²/12)f″, with e = 0 at both ends. Integrating twice, and fixing the two constants by the ends,

u − φ ≈ (h²/12)(f − ℓ),

where ℓ(x) is the straight line through the two wall values of f.

Now let w be the k² solution. Mode by mode, u − w is h²g(kh) times the source coefficient, with

g(θ) = 1/[4 sin²(θ/2)] − 1/θ², g(0) = 1/12.

On the grid this multiplication is a convolution of the oddly extended source with weights

G_j = (1/π) ∫₀^π g(θ) cos(jθ) dθ.

The weights sum to g(0) = 1/12. Two integrations by parts show that they decay as (−1)^j/j², because g has a nonzero slope at θ = π. Many cells away from a wall, a smooth f is nearly constant over the range that matters, and u − w ≈ h²f/12. Therefore

w − φ ≈ (h²/12)(f − ℓ) − (h²/12)f = −(h²/12)ℓ.

The k² error has lost its dependence on f in the interior but keeps the wall values. It is of order h² unless the charge vanishes at the walls. The cause is the odd extension: it makes a nonzero wall charge jump in sign, and sine interpolation cannot follow a jump.

Uniform charge is the extreme case. The solution is a parabola, its fourth derivative is zero, and the stencil is exact at the grid points. For f = 1, L = 1 and 64 cells, the midpoint errors in units of h²/12 are 0.0000 for the stencil and −1.0000 for k². For f = eˣ the line has midpoint value (1 + e)/2 = 1.8591, and the errors are −0.2104 and −1.8591. At this midpoint the stencil is the more accurate solver by a factor of about nine. This advantage belongs to one dimension. For f = 1 in a unit cube the solution is no longer a parabola, and with 64 cells per edge the errors at the centre are −1.03 for the stencil and −1.00 for k² in the same units: both solvers are then of order h² and about equally accurate.

**Second failure: walls held at a voltage**

If the left wall has potential φ_0, the stencil equation at the first interior point is

(2φ_1 − φ_2 − φ_0)/h² = f_1, so (2φ_1 − φ_2)/h² = f_1 + φ_0/h².

The known value has moved to the right-hand side, and the zero-wall algorithm applies to the new source. In three dimensions every wall neighbour is treated in this way. Tests with a linear potential in one dimension and a quadratic one in three confirm that the result is exact for them up to rounding.

Dividing the same source by k² spoils the potential next to the wall. It is a spike of height φ_0/h², and its odd extension has an opposite spike at j = −1. The relation between w and u then gives at the first point, apart from distant periodic copies,

w_1 − u_1 = −h²(G_0 − G_2)φ_0/h² = −(G_0 − G_2)φ_0.

The spacing cancels, so refinement does not reduce the error at the first point. With 1 V on one wall the error at the first point is −0.0972 V both for 32 and for 128 cells. The fault is local. At point j the error is −(G_{j−1} − G_{j+1})φ_0, which falls as 1/j³, so at a fixed position it shrinks as h³: at x = L/4 it is 1.6 × 10⁻⁴ V for 32 cells and 2.5 × 10⁻⁶ V for 128.

If the wall values are smooth on each wall and agree where walls meet, the cure is to write φ = b + v, where b is a smooth function with these values. Where walls at different voltages meet at an edge, the wall values jump and no smooth b exists. Beside such an edge the stencil too has an error that refinement does not reduce: in a square with one side at 1 V and the others grounded it is −0.007 V near the corner for 16, 64 and 192 cells alike. With a suitable b, the rest is simple. Then v vanishes on the walls and obeys −∇²v = f + ∇²b, which can be solved by either division. For k² to converge fast, the odd extension of this new source should be smooth; a smooth source that is negligible near the walls meets this condition.

**Where k² is far better**

Take a compact, isotropic charge well inside the cube. The sum over modes may then be approximated by an integral over all directions of the wave vector. At the centre of the charge every mode contributes with the same phase, so only the angular mean of S4/K⁴ enters. With c the cosine of the angle to one axis, the mean of c⁴ is ½∫₋₁¹ c⁴ dc = 1/5, and three axes give 3/5. Hence

u − φ ≈ (h²/12)(3/5)(ρ/ε0) = h²ρ/(20ε0) at the centre.

This is the pure number left open at the start. Away from the centre the angular dependence of S4/K⁴ contributes as well, and the formula does not apply.

Let the charge be one elementary charge e spread as a Gaussian of width σ = 0.1 nm, at (0.7, 0.8, 0.8) nm in a cube with L = 1.6 nm. With e/ε0 = 18.095 V nm,

f(centre) = 18.095/[(2π)^{3/2} × 0.1³] ≈ 1149 V/nm².

For h = 0.05 nm the predicted error is 0.0025 × 1149/20 ≈ 0.144 V.

An independent reference follows from 1/K² = ∫₀^∞ exp(−K²t) dt. The factor exp(−K²t) lets the charge diffuse, so its variance grows to σ² + 2t, and Gaussian image charges of alternating sign keep the walls at zero. Integrating over t gives a potential of 9.897 V at the centre, with no sine transform involved. Against it the stencil errors there are 0.629, 0.146 and 0.0358 V for h = 0.1, 0.05 and 0.025 nm, or 6.4, 1.5 and 0.36 per cent of the potential. The last two differ by a factor of 4.07, close to the 4 expected of an h² error. In this finite box the sum over modes differs slightly from the integral, and as h → 0 the error tends to 0.991 times the formula; on the finest grid it already lies just below the predicted 0.0359 V. On the coarsest grid h equals σ, and the leading formula is about 9 per cent too low.

The largest k² error on the grid is 1.7 mV at h = 0.1 nm and 3 × 10⁻¹¹ V at h = 0.05 nm. The Fourier amplitude of the Gaussian carries the factor exp(−k²σ²/2). At k = π/h this is 0.007 for h = σ but 3 × 10⁻⁹ for h = σ/2, so the part of the charge that the grid cannot represent disappears very quickly. These tiny errors measure the solution for a given analytic charge; they say nothing yet about the accuracy of a Hamiltonian that produces the charge.

**What consistency with the Hamiltonian means**

The electrostatic energy can be computed from the charge or from the field. On the grid the field lives on the bonds between neighbours. Along one axis, with φ_0 = φ_n = 0, expanding the square and collecting terms gives

Σ_{j=0}^{n−1} (φ_{j+1} − φ_j)² = Σ_{j=1}^{n−1} φ_j(2φ_j − φ_{j+1} − φ_{j−1}).

Dividing by h² and adding the three axes, we find

W_field = (ε0/2)h³ Σ φ Aφ, W_charge = ½h³ Σ ρφ.

They agree if Aφ = ρ/ε0, which Λ ensures. With k² a mode of the source enters W_charge with weight 1/K² but W_field with Λ/K⁴, which is smaller. At h = 0.05 nm the stencil solver gives 3.2911 eV for both. The k² solver gives 3.2660 eV from the charge and 3.2415 eV from the field, and its potential misses the stencil equation by 2.5 per cent of the norm of the source. This does not contradict its accuracy: it solves the continuum equation well, and therefore not the difference equation.

One property survives the mismatch. Both solvers transform, divide by positive numbers and transform back, so each is a symmetric positive matrix 𝒢. For two electrons that each have the number density N, the repulsion J = (e²/ε0)h³ Σ N𝒢N changes by

δJ = (e²/ε0)h³ Σ (δN 𝒢N + N 𝒢δN) = 2(e²/ε0)h³ Σ δN 𝒢N.

In both cases the derivative with respect to N is thus twice the mean field (e²/ε0)𝒢N, once for each electron, and a self-consistent calculation remains variational even when the Laplacians differ. Consistency here means something narrower: the kinetic operator and the Poisson solver contain the same discrete Laplacian.

**Does a better potential give a better energy?**

Place two electrons of opposite spin in one real orbital ψ, with N = ψ² normalized to one. In the mean field

E = 2⟨T + V⟩ + J.

Varying ψ at fixed norm, with δN = 2ψδψ, gives

[T + V + (e²/ε0)𝒢N]ψ = εψ.

Write τ = ħ²/2m. The stencil replaces τK² by τΛ, which is lower, while 1/Λ exceeds 1/K². For a given orbital it therefore lowers the kinetic energy and raises the repulsion. For both electrons together, to leading order,

δT = −2τ(h²/12)⟨S4⟩.

Let N be a Gaussian of width σ. Then ψ ∝ exp(−r²/4σ²), its distribution of k_i is Gaussian with variance 1/(4σ²), and ⟨k_i⁴⟩ = 3/(16σ⁴). Three axes give ⟨S4⟩ = 9/(16σ⁴), so

δT = −3τh²/(32σ⁴).

For the repulsion the angular factor 3/5 returns, and ∫N² d³r = 1/(8π^{3/2}σ³):

δJ = (e²/ε0)(h²/20)∫N² d³r = (e²/ε0)h²/(160π^{3/2}σ³).

With stencil kinetic energy, the naive pairing has the error δT and the matched pairing δT + δJ. Since the signs are opposite, matching gives the smaller error as long as δJ < 2|δT|, that is, for

σ < 30π^{3/2} τε0/e² = 30 × 5.568 × 0.03810/18.095 nm ≈ 0.352 nm.

For a Gaussian density above this width the naive pairing gives the better total. Other orbital shapes have a different ratio of ⟨S4⟩ to ∫N² d³r, which moves the crossover. For the self-consistent mean-field pair in a harmonic trap far from walls, δJ/(2|δT|) is 0.87 at an rms width per axis of 0.36 nm and 1.09 at 0.50 nm, so the crossover lies between these widths. There the repulsion is five to six times the kinetic energy, and a single orbital without correlation is a poor description of the two electrons. Fixed Gaussians with h = σ/2 confirm the change. At σ = 0.3 nm the errors are −9.8 meV naive and +7.2 meV matched; at σ = 0.4 nm they are −5.5 and +7.2 meV. The cancellation is thus a matter of length scale, and no law of consistent discretization.

A self-consistent case below the crossover is a harmonic trap with ħω = 10 eV at the centre of a grounded cube with L = 0.8 nm. Without repulsion its density is a Gaussian of width σ = (τ/ħω)^{1/2} ≈ 0.062 nm. The model omits correlation and each electron's interaction with its own image charge. The reference within this model uses K² in both places and gives 39.3255 eV on both grids. At h = 0.05 nm the matched stencil pairing is in error by −0.254 eV, or 0.65 per cent of the total, and the naive pairing by −0.409 eV, or 1.0 per cent. The more accurate potential has made the energy worse.

Because the energy is stationary, these errors can be estimated with the reference orbital left unchanged. There δT = −0.398 eV and δJ = +0.150 eV, with the sum −0.248 eV. The self-consistent errors lie slightly lower, as they must, since relaxing the orbital can only reduce the energy of each discrete functional. On going to h = 0.0333 nm the errors shrink by factors of 2.22 and 2.26, close to 1.5² = 2.25, so both pairings remain second order.

The choice of divisor therefore follows from the Hamiltonian and the walls. With a stencil Hamiltonian, Λ preserves the discrete identities and handles wall voltages directly, apart from a residual error beside edges where the voltage jumps, while K² removes the smaller of the two errors in this trap and leaves the larger. To carry the accuracy of K² over to the total energy whatever the orbital width, the kinetic energy must be comparably accurate. Using K² there as well achieves this for orbitals and charge that are smooth on the scale of h and a source that fades before it reaches the walls. The numerical output below gives the values for all grids.

Calculated quantities

```
e/eps0 = 18.09513 V nm; hbar^2/(2m) = 0.038100 eV nm^2
highest mode, 400 cells: stencil/k^2 = 0.4073; limit 0.4053
1D, L=1, 64 cells, error at the midpoint divided by h^2/12:
  f=1: stencil 0.0000 (predicted 0.0000), k^2 -1.0000 (predicted -1.0000)
  f=exp(x): stencil -0.2104 (predicted -0.2104), k^2 -1.8591 (predicted -1.8591)
1 V wall, 32 cells: k^2 error at first point -0.0972 V
1 V wall, 128 cells: k^2 error at first point -0.0972 V
Gaussian charge e: L = 1.6 nm, sigma = 0.1 nm, centre (0.7, 0.8, 0.8) nm
  h=0.100 nm: max error stencil 0.62910 V, k^2 1.7e-03 V
    centre: reference 9.89714 V, stencil error 0.62910 V, predicted 0.57446 V
  h=0.050 nm: max error stencil 0.14569 V, k^2 3.0e-11 V
    centre: reference 9.89714 V, stencil error 0.14569 V, predicted 0.14362 V
    stencil: relative stencil residual 1.2e-14
      charge energy 3.29105 eV, bond-field energy 3.29105 eV
    k2: relative stencil residual 2.5e-02
      charge energy 3.26601 eV, bond-field energy 3.24147 eV
  h=0.025 nm: max error stencil 0.03578 V, k^2 2.2e-12 V
    centre: reference 9.89714 V, stencil error 0.03578 V, predicted 0.03590 V
crossover width sigma = 0.3517 nm; fixed Gaussians with h = sigma/2:
  sigma=0.3 nm: dT -0.00982 (law -0.00992), dJ 0.01700 (law 0.01693) eV
  sigma=0.4 nm: dT -0.00552 (law -0.00558), dJ 0.01275 (law 0.01269) eV
two electrons, trap quantum 10.0 eV, grounded cube 0.8 nm
  h=0.0500 nm: E(k^2/k^2) 39.32549 eV
    E(stencil/stencil) 39.07141 eV, E(stencil/k^2) 38.91666 eV
    errors -0.25408 and -0.40883 eV
    first order: dT -0.39779, dJ 0.14961, sum -0.24818 eV
  h=0.0333 nm: E(k^2/k^2) 39.32549 eV
    E(stencil/stencil) 39.21096 eV, E(stencil/k^2) 39.14440 eV
    errors -0.11453 and -0.18109 eV
    first order: dT -0.17889, dJ 0.06557, sum -0.11332 eV
  error ratios for h ratio 1.5: same 2.219, mixed 2.258
```
